\section*{Sharvin Resistance by Mode Counting and Its Diffusive Counterpart, part 2}

Two large pieces of the same metal are separated by a thin insulating wall and touch through a circular opening of radius $a$. A small voltage $V$ between distant points drives a current $I$. The task is to find the resistance without scattering near the opening (ballistic, $l\gg a$) and with much scattering (diffusive, $l\ll a$), and to compare how the two depend on $a$. The ballistic case is done.

Here $\rho$ is the bulk resistivity, $l$ the mean free path, $k$ the Fermi wavenumber, $E_F=\hbar^2k^2/2m_e$ the Fermi energy, $v_F$ the Fermi speed, $m_e$ the free electron mass, $g$ the density of states per unit volume, $f_0(E)$ the equilibrium occupation at energy $E$ and $k_B$ Boltzmann's constant. The charge $e$ is positive, $V$ and $I$ are positive magnitudes, spin is included, and resistances are two-terminal values covering both sides. The axis of the opening is $z$, $r$ is the distance from it, and $\theta$ is the angle between an electron's direction and it.

The ballistic (Sharvin) resistance, for $l\gg a$ and $ka\gg1$, is
\begin{equation}
R_S=\frac{h}{2e^2}\frac{4}{(ka)^2}=\frac{4\rho l}{3\pi a^2},
\end{equation}
with $G_S=1/R_S$ and
\begin{equation}
\rho l=\frac{3}{e^2gv_F}=\frac{3\pi^2\hbar}{e^2k^2} .
\end{equation}

The opening is a hole in a thin wall unless a neck is mentioned. A hard-wall neck widens slowly from its smallest radius $a$. Each of its modes belongs to a positive zero $j$ of a Bessel function $J_{|m|}$, with integer $m$. The counted modes are those with $j<ka$; each conducts $2e^2/h$, and their number follows the two-term law
\begin{equation}
N\simeq\frac{(ka)^2}{4}-\frac{ka}{2} .
\end{equation}
The smooth neck among the computed tests has radius $a\cosh(z/L)$ with $L=3a$.

The example is strontium, with rough values: two free carriers per atom, carrier density $3.6\times10^{22}\,\mathrm{cm^{-3}}$, $k=10.22\,\mathrm{nm^{-1}}$, $E_F=3.98$ eV and $h/2e^2=12906.4\ \Omega$. At $a=10$ nm, $R_S=4.95\ \Omega$, while the 2556 counted modes give $5.05\ \Omega$.

\subsection*{(g) The spreading resistance}

Let $l\ll a$, so that Ohm's law holds at every point. Find the resistance of the opening.

\textbf{Solution.} The arrangement is symmetric about the wall, so the opening is an equipotential halfway between the two distant potentials. It is enough to treat one side. Let the opening be at potential $V_0$ and the distant metal at zero. Steady current requires $\nabla^2\phi=0$, and no current enters the insulating wall.

Use coordinates $\xi\ge0$ and $0\le\eta\le1$ defined by
\begin{equation}
r=a\sqrt{(1+\xi^2)(1-\eta^2)},\qquad z=a\,\xi\eta .
\end{equation}
The surface $\xi=0$ is the opening. The surface $\eta=0$ is the wall outside it, since there $z=0$ and $r\ge a$. The coordinates are orthogonal, because $\partial_\xi r\,\partial_\eta r=-a^2\xi\eta$ and $\partial_\xi z\,\partial_\eta z=+a^2\xi\eta$. Their scale factors are
\begin{align}
h_\xi^2&=a^2\left[\frac{\xi^2(1-\eta^2)}{1+\xi^2}+\eta^2\right]
=a^2\,\frac{\xi^2+\eta^2}{1+\xi^2},\\
h_\eta^2&=a^2\left[\frac{\eta^2(1+\xi^2)}{1-\eta^2}+\xi^2\right]
=a^2\,\frac{\xi^2+\eta^2}{1-\eta^2},
\end{align}
and the azimuthal one is $r$. Try a potential that depends on $\xi$ alone. Laplace's equation then reads
\begin{equation}
\frac{\partial}{\partial\xi}\left(\frac{h_\eta r}{h_\xi}\frac{d\phi}{d\xi}\right)=0,
\qquad \frac{h_\eta r}{h_\xi}=a(1+\xi^2) .
\end{equation}
The factor does not contain $\eta$, so the trial form is consistent. One integration gives $d\phi/d\xi\propto1/(1+\xi^2)$. With $\phi=V_0$ at $\xi=0$ and $\phi\to0$ at infinity,
\begin{equation}
\phi=V_0\left(1-\frac2\pi\arctan\xi\right).
\end{equation}
The derivative normal to the wall is a derivative with respect to $\eta$ and vanishes, as required.

At a large distance $D$ from the opening $\xi\to D/a$, and $\arctan\xi\to\pi/2-1/\xi$. The potential becomes $\phi\to2aV_0/(\pi D)$. The current through a distant hemisphere is
\begin{equation}
I=2\pi D^2\cdot\frac1\rho\cdot\frac{2aV_0}{\pi D^2}=\frac{4aV_0}{\rho} .
\end{equation}
One side contributes $V_0/I=\rho/4a$. The two sides are in series, so
\begin{equation}
R_M=\frac{\rho}{2a} .
\end{equation}
On the axis $\eta=1$ and $\xi=z/a$, and since $\arctan1=\pi/4$, half of the drop on each side occurs within a distance $a$ of the opening.

As a test, the opening was divided into 400 rings with unknown current densities, and these were solved for under the sole demand that the opening be an equipotential. The result for $R_Ma/\rho$ is 0.50000.

\subsection*{(h) Radius dependence and crossover}

Compare the two limits for a fixed metal, and find the radius at which the two formulas agree.

\textbf{Solution.} At fixed $k$, $\rho$ and $l$,
\begin{equation}
\frac{d\ln R_S}{d\ln a}=-2,\qquad \frac{d\ln R_M}{d\ln a}=-1 .
\end{equation}
In the ballistic limit the opening acts as a gate. The conductance is proportional to the number of modes that fit in it, hence to its area. In the diffusive limit the resistance resembles that of a piece of metal with a length of order $a$ and a cross-section of order $a^2$, so it varies as $\rho a/a^2=\rho/a$. A wider opening has more area, but its voltage drop also extends deeper into the metal.

For a hard-wall neck the ballistic exponent has a small correction. With $x=ka$, the two-term count gives
\begin{equation}
\frac{d\ln N}{d\ln x}=\frac{x^2/2-x/2}{x^2/4-x/2}=2+\frac{2}{x-2} .
\end{equation}
The counted modes rise from 604 at $ka=50$ to 2456 at $ka=100$, a mean slope of 2.024. The formula gives 2.04 and 2.02 at the two ends.

The ratio of the two resistances is
\begin{equation}
\frac{R_M}{R_S}=\frac{\rho}{2a}\cdot\frac{3\pi a^2}{4\rho l}=\frac{3\pi a}{8l},
\end{equation}
which equals one at
\begin{equation}
a_c=\frac{8l}{3\pi}\approx0.85\,l .
\end{equation}
The dependence on scattering is a second contrast. At fixed carrier density, a purer metal has a smaller $R_M$ and the same $R_S$.

\subsection*{(i) How good is the plain sum?}

Near $a_c$ neither limit applies. A simple interpolation is $R\approx R_S+R_M$, which is right at both ends. Relate the true resistance to an escape probability, and use it to measure the error of the sum.

\textbf{Solution.} Suppose that scattering is elastic and isotropic and that the wall reflects like a mirror. At the Fermi level, measure occupation on a scale that is 1 deep in the left metal and 0 deep in the right metal. To first order in $V$, the occupation of a state is the probability that its past path came from the left. Time reversal turns this into the probability that an electron launched from the same point with reversed velocity ends on the left.

Launch electrons from the opening into one metal, with points spread evenly over the opening and directions weighted by $\cos\theta$, as in an equilibrium flux. Let $p$ be the probability that such an electron finally escapes to infinity on the side it first entered. A right-moving electron in the opening has a reversed path that enters the left metal, so the mean occupation of the right-moving flux is $p$. The reversed path of a left-moving electron enters the right metal and ends on the left with probability $1-p$. The net flux is the difference, and
\begin{equation}
G=G_S\,[\,p-(1-p)\,]=G_S\,(2p-1) .
\end{equation}
Without scattering no electron returns, $p=1$ and $G=G_S$. With strong scattering an electron loses memory of the side it entered, $p\to\tfrac12$, and the conductance falls far below $G_S$.

Random flights give $p$. Each path was stopped at its first scattering point beyond a large distance $D$. The metal outside contributes on each side $\int_D^\infty\rho\,ds/(2\pi s^2)=\rho/(2\pi D)$. For both sides this is $\rho/(\pi D)$, or $3a^2/(4lD)$ in units of $R_S$, and it was added in series. The sum predicts $R/R_S=1+3\pi a/(8l)$.
\begin{center}
\begin{tabular}{cccc}
$a/l$ & $R/R_S$, flights & $R/R_S$, sum & excess of sum\\
0.2 & $1.181\pm0.002$ & 1.236 & 4.7\,\%\\
1.0 & $1.99\pm0.01$ & 2.18 & 9\,\%\\
4.0 & $5.47\pm0.08$ & 5.71 & 4\,\%
\end{tabular}
\end{center}
The uncertainties are one standard error, and the excess is relative to the flight result. At these three ratios the flights put the excess of the sum at about 4 to 9\,\%, with a standard error of about 1.6 percentage points at $a/l=4$. The sum serves as an estimate of that quality and is not a law.

\subsection*{(j) Strontium, warm and cold}

Use $\rho=13\ \mu\Omega\,$cm as a rough value at 300 K, and a chosen value of $1\ \mu\Omega\,$cm for a cold sample, whose resistivity depends on its purity. Find the crossover radius and the resistances from 1 to 100 nm.

\textbf{Solution.} With $k=10.22\,\mathrm{nm^{-1}}$, $\rho l=116.6\ \mu\Omega\,\mathrm{cm\,nm}$. The mean free paths are $116.6/13=8.97$ nm warm and 116.6 nm cold. The crossover radii are
\begin{equation}
a_c=\frac{8\times8.97\ \mathrm{nm}}{3\pi}=7.6\ \mathrm{nm}\ \text{(warm)},
\qquad a_c=99\ \mathrm{nm}\ \text{(cold)} .
\end{equation}
Since $1\ \mu\Omega\,\mathrm{cm}=10\ \Omega\,\mathrm{nm}$, the warm spreading resistance at 10 nm is $130\ \Omega\,\mathrm{nm}/(20\ \mathrm{nm})=6.5\ \Omega$.
\begin{center}
\begin{tabular}{cccc}
$a$ (nm) & $R_S$ ($\Omega$) & $R_M$ warm ($\Omega$) & $R_M$ cold ($\Omega$)\\
1 & 495 & 65 & 5\\
3 & 55.0 & 21.7 & 1.67\\
10 & 4.95 & 6.5 & 0.5\\
30 & 0.550 & 2.17 & 0.167\\
100 & 0.0495 & 0.65 & 0.05
\end{tabular}
\end{center}
From 1 to 100 nm, $R_S$ falls by a factor of $10^4$ and $R_M$ by $10^2$. At 10 nm the warm contact lies near the crossover. The sum is $11.45\ \Omega$, and if the 9\,\% excess found at $a=l$ is applied here, where $a/l=1.1$, the estimate becomes $10.5\ \Omega$. Cooling the same contact leaves $R_S$ at $4.95\ \Omega$ and reduces $R_M$ to $0.5\ \Omega$, so the cold contact is mainly ballistic.

\subsection*{(k) What does the model leave out?}

Estimate the main neglected effects for $a=10$ nm and $V=10$ mV, and place the result beside a real strontium contact.

\textbf{Solution.} \emph{Thermal smearing.} The ballistic conductance is proportional to $\int E(-\partial f_0/\partial E)\,dE$, which equals the chemical potential $\mu$ up to exponentially small terms. At fixed density the low-temperature expansion gives $\mu=E_F[1-(\pi^2/12)(k_BT/E_F)^2]$. At 300 K, $k_BT/E_F=0.0065$, and the relative change is $-3.5\times10^{-5}$, which is negligible.

\emph{Heating.} In the diffusive limit, let the thermal conductivity be $\mathcal LT/\rho$ with the Lorenz number $\mathcal L=\pi^2k_B^2/3e^2=2.44\times10^{-8}\,\mathrm{V^2/K^2}$. This is the Wiedemann--Franz law, assumed here. A local temperature is assumed as well, which requires that the electrons relax their energy within a distance short compared with $a$; elastic scattering alone does not achieve this. Measure $\phi$ from the opening, so that it is $\pm V/2$ far away, and write $\sigma=1/\rho$. Energy balance and current conservation are
\begin{equation}
\nabla\!\cdot(\mathcal L\sigma T\nabla T)=-\sigma|\nabla\phi|^2,\qquad
\nabla\!\cdot(\sigma\nabla\phi)=0 .
\end{equation}
The second equation gives $\nabla\!\cdot(\sigma\phi\nabla\phi)=\sigma|\nabla\phi|^2$. The quantity $u=\tfrac12\mathcal LT^2+\tfrac12\phi^2$ therefore obeys $\nabla\!\cdot(\sigma\nabla u)=0$. It has the same value far away on both sides and no flux through the wall, so it is constant. Equating its values at the opening and far away, where the temperature is $T_0$, gives
\begin{equation}
T_{\max}^2=T_0^2+\frac{V^2}{4\mathcal L} .
\end{equation}
At 10 mV the last term is about $1020\ \mathrm{K^2}$, and a diffusive contact at 300 K warms by 1.7 K. The 10 nm contact has $a\approx l$ at this temperature, so for it the value is only a rough guide. The same term alone corresponds to 32 K, so 10 mV is not a small bias for a diffusive contact held at a few kelvin. The condition there is $V\ll2\sqrt{\mathcal L}\,T_0$. If the scattering near a cold opening is only elastic, the occupation there is the mean of the two distant Fermi functions, and the 32 K measures its excess energy and is not a temperature of the metal.

\emph{Current density.} For the ballistic contact, $V/(R_S\pi a^2)=6.4\times10^8\,\mathrm{A/cm^2}$. The model holds the atoms in place and cannot say whether the contact keeps its shape under such a load.

\emph{A surface film.} Let an insulating layer of thickness $w=1$ nm, with a chosen barrier 1 eV above $E_F$ and the free electron mass inside it, fill the opening. A mode that belongs to the Bessel zero $j$ has the forward energy $E_F[1-(j/ka)^2]$. Let $q$ be its forward wavenumber and $\kappa$ its decay constant in the film. If the transmitted wave has amplitude $t$ at the far face, matching value and slope there gives, inside the film,
\begin{equation}
\psi(x)=t\left[\cosh\kappa(x-w)+\frac{iq}{\kappa}\sinh\kappa(x-w)\right].
\end{equation}
The incident amplitude at $x=0$ is $\tfrac12[\psi+\psi'/(iq)]$. Setting it to one gives
\begin{equation}
\frac1t=\cosh\kappa w+\frac i2\left(\frac\kappa q-\frac q\kappa\right)\sinh\kappa w,
\end{equation}
and, with $\cosh^2=1+\sinh^2$,
\begin{equation}
|t|^2=\left[1+\frac{(q^2+\kappa^2)^2}{4q^2\kappa^2}\sinh^2\kappa w\right]^{-1} .
\end{equation}
An electron that arrives straight on has $|t|^2=9.1\times10^{-5}$. Oblique modes have less forward energy and a larger $\kappa$. The sum over the 2556 counted modes gives $943\ \mathrm{k}\Omega$, which is $1.9\times10^5$ times the clean value of $5.05\ \Omega$. This uses the modes of the hard-wall neck; the leading-term mode density gives about $880\ \mathrm{k}\Omega$, so only the order of magnitude is independent of the shape of the opening.

\emph{The real metal.} Strontium oxidises readily in air, so the clean opening describes a contact made and kept in good vacuum, or one in which the film has been pierced. For an unbroken film the assumption of a clean interface fails first, and with the film chosen here it moves the result by five orders of magnitude. The free-electron sphere is the next weak point. Two electrons per atom occupy a volume in wavevector space equal to that of one Brillouin zone, so the sphere must cross the zone boundaries, where the crystal potential reshapes it. As a measure of the sensitivity, half the carrier density raises $R_S$ at 10 nm from 4.95 to $7.85\ \Omega$, a factor $2^{2/3}$. This is an illustration and not a bound. At a given measured $\rho$, $R_M$ does not change. The radius of a real contact is also rarely known independently. If $R_S$ dominates, a radius inferred from a resistance $R$ varies as $1/(k\sqrt R)$, so a relative error in $R$ is halved and one in $k$ is carried over in full. If $R_M$ dominates, $a=\rho/2R$, so errors in $\rho$ and $R$ are carried over in full and the carrier density does not enter. The computed values are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
TESTS
Mean of count minus two-term law, ka 60-110: 0.16
Modes counted at ka = 50 and 100: 604, 2456
Log slope of count between them: 2.024
Smooth neck, ka = 10.5: open modes 23
Smooth neck, summed transmission: 22.996
One-mode current / (2e^2/h)V: 1.000000
Flux conductance per area / (sigma/l): 0.7500
Diffusive R a/rho from rings: 0.50000
Random flights: a/l, R/R_S, std error, plain sum, excess of sum %
  0.2  1.181  0.002  1.236  4.7
  1.0  1.992  0.010  2.178  9.3
  4.0  5.474  0.083  5.712  4.4
EXAMPLE, rough strontium values
Carrier density: 3.60e+22 cm^-3
Resistivity warm, cold: 13, 1 uohm cm
Temperature of warm case: 300 K
Fermi wavenumber: 10.22 nm^-1
Fermi energy, free mass: 3.98 eV
h/(2e^2): 12906.4 ohm
rho*l: 116.572 uohm cm nm
Mean free path warm, cold: 8.97, 116.6 nm
Crossover radius warm, cold: 7.61, 98.9 nm
a nm | R_S ohm | R_M warm ohm | sum warm ohm | R_M cold ohm
  1 | 494.7 | 65 | 559.7 | 5
  3 | 54.97 | 21.67 | 76.64 | 1.667
  10 | 4.947 | 6.5 | 11.45 | 0.5
  30 | 0.5497 | 2.167 | 2.716 | 0.1667
  100 | 0.04947 | 0.65 | 0.6995 | 0.05
a nm | ka | (ka)^2/4 | two-term | counted | h/(2e^2 N) ohm
  1 | 10.22 | 26.1 | 21.0 | 23 | 561.1
  3 | 30.65 | 234.8 | 219.5 | 222 | 58.14
  10 | 102.15 | 2608.7 | 2557.6 | 2556 | 5.049
NEGLECTED EFFECTS
R_S at 10 nm with half the carriers: 7.854 ohm
kT/E_F at 300 K: 0.00650
Relative thermal change of G_S: -3.48e-05
Bias: 10 mV; bias energy/E_F: 0.00252
Lorenz number: 2.443e-08 V^2/K^2
Peak heating, diffusive limit: 1.70 K
Ballistic current density at bias: 6.43e+08 A/cm2
Film: 1 nm, barrier 1 eV
Film transmission, straight on: 9.12e-05
Film contact, a = 10 nm: 943.4 kohm
Film contact / clean ballistic contact: 1.87e+05
\end{verbatim}
